# Emission Rate at the Maximum of a Deep-Level Transient Spectrum

A deep-level transient spectrum of an implanted junction shows a peak at some temperature, but the peak by itself does not say how fast the trap emits there. The activation energy is found from the way this rate changes with temperature. A guess can do worse than leave the question open. Suppose the rate at the peak is taken to be $1/t_1$, the inverse of the first sampling time. For the model trap treated below, sampling at 10 and 100 ms puts the peak at 217.5 K, and sampling at 20 and 50 ms puts it at 219.2 K. The guess assigns 100 s$^{-1}$ to the lower temperature and 50 s$^{-1}$ to the higher one, so that thermal emission would slow down on heating. Both sampling times must enter the rate, and the condition for a maximum fixes how.

**The transient and the signal**

A junction under reverse bias is given a short filling pulse, during which traps left by the implantation capture carriers. The pulse ends at $t=0$. Each trapped carrier then has a probability $e$ per unit time of being emitted thermally, and recapture in the depleted region is neglected. The number $n$ of filled traps obeys $dn/dt=-en$, so $n$ decays as $\exp(-et)$. If the traps are few compared with the dopants, the change of capacitance is proportional to $n$, and

$$C(t,T)=C_\infty(T)+A(T)\,e^{-e(T)\,t}. \tag{1}$$

In the exponent, $e(T)$ is the emission rate; the base of the exponential is the usual number. The amplitude $A$ is negative for a majority-carrier trap: captured majority carriers reduce the net space charge, the depleted layer widens, and the capacitance starts below its final value.

The capacitance is read at two fixed times, $0<t_1<t_2$, while the temperature is slowly swept. The signal is

$$S(T)=C(t_1,T)-C(t_2,T)=A(T)\,g(e(T)), \tag{2}$$

$$g(e)=e^{-e t_1}-e^{-e t_2}. \tag{3}$$

The steady capacitance $C_\infty(T)$ has cancelled, even if it drifts with temperature, because both readings belong to the same temperature. In a real junction, however, $A$ is roughly proportional to $C_\infty$, so a drifting background also makes the amplitude drift; the effect of such a drift is treated below. Since $t_1<t_2$, the function $g$ is positive for every $e>0$. The sign of $S$ is therefore that of $A$, and a majority-carrier trap gives a dip with this order of subtraction. The word "peak" refers below to the maximum of $|S|=|A|\,g$.

The peak arises from a mismatch of time scales on either side. In the cold, emission is so slow that little happens between the readings, and they are nearly equal. In the heat, the transient is over before $t_1$, and they are again nearly equal. The difference is large when much of the decay falls between $t_1$ and $t_2$.

**The condition for the maximum**

Assume first that $A$ does not vary with temperature across the peak, and that $e(T)$ rises strictly with $T$. The chain rule gives

$$\frac{d|S|}{dT}=|A|\,\frac{dg}{de}\,\frac{de}{dT}. \tag{4}$$

Because $|A|$ and $de/dT$ are positive, $|S|$ rises and falls with temperature just where $g$ rises and falls with $e$. The search over temperature becomes a search over the emission rate. Differentiating (3) with the times held fixed,

$$\frac{dg}{de}=-t_1e^{-e t_1}+t_2e^{-e t_2}. \tag{5}$$

At the maximum, where $e=e_m$, this vanishes:

$$t_1e^{-e_m t_1}=t_2e^{-e_m t_2}. \tag{6}$$

Multiply both sides by $e^{e_m t_2}$ and divide by $t_1$:

$$e^{e_m(t_2-t_1)}=\frac{t_2}{t_1}. \tag{7}$$

Taking the logarithm and dividing by $t_2-t_1$ gives the emission rate at the peak:

$$\boxed{e_m=\frac{\ln(t_2/t_1)}{t_2-t_1}} \tag{8}$$

It remains to show that this stationary point is a maximum and that there is no other. Take the factor $t_1e^{-e t_1}$ out of (5):

$$\frac{dg}{de}=t_1e^{-e t_1}\left[\frac{t_2}{t_1}\,e^{-e(t_2-t_1)}-1\right]. \tag{9}$$

The factor in front is positive. The bracket equals $t_2/t_1-1>0$ at $e=0$, falls strictly as $e$ grows, and tends to $-1$. It changes sign once, from plus to minus. Hence $g$ rises up to $e_m$ and falls beyond it, and the spectrum of a single trap has one peak, provided that the temperature sweep takes $e(T)$ through $e_m$.

Equation (8) contains no property of the trap. The sampling times set the rate; the trap decides at which temperature it reaches that rate. This is why $e_m$ is called the rate window.

**Meaning, bounds and limits**

Equation (6) has a direct reading. A small increase $\delta e$ lowers the exponential at time $t$ by $t\,e^{-et}\,\delta e$. At the peak both readings respond equally, so their difference is stationary. As a function of time, $t\,e^{-et}$ rises until $t=1/e$ and then falls, so it can take equal values at two times only if these lie on either side of $1/e$. Therefore

$$\frac{1}{t_2}<e_m<\frac{1}{t_1}. \tag{10}$$

The decay time at the peak lies between the two sampling times.

With the ratio $r=t_2/t_1$, so that $t_2-t_1=(r-1)t_1$, equation (8) reads

$$e_mt_1=\frac{\ln r}{r-1}. \tag{11}$$

The peak height follows from (3). By (6), $e^{-e_m t_2}=e^{-e_m t_1}/r$, and by (11), $e^{-e_m t_1}=e^{-\ln r/(r-1)}=r^{-1/(r-1)}$. Thus

$$\frac{|S|_{\max}}{|A|}=\left(1-\frac1r\right)r^{-1/(r-1)}. \tag{12}$$

This converts a measured peak height into the full amplitude of the transient.

For closely spaced readings put $r=1+\delta$ with $\delta\ll1$. Then $\ln r\approx\delta-\delta^2/2$, and (11) gives $e_mt_1\approx1-\delta/2$: the rate tends to $1/t_1$. The guess made at the start is thus a limiting case. In the same limit (12) tends to $\delta/\exp(1)$, so the signal vanishes in proportion to the spacing. For $r=1.01$ the direct search for the maximum gives $e_mt_1=0.995$ and a height of 0.0037 of the amplitude.

For widely spaced readings, $\ln r/(r-1)$ tends to zero and the height (12) tends to one. At $r=100$ the peak reaches 0.945 of the amplitude, while $e_mt_1$ is 0.047. The guess $1/t_1$ would then be too large by a factor of about 21.

The same result serves for a measurement at constant temperature. Let $t_1$ be varied with $r$ held fixed. The function $g=e^{-et_1}-e^{-ret_1}$ depends on $e$ and $t_1$ through their product alone, so its maximum over $t_1$ at fixed $e$ lies at the same value (11) of that product. The trap's rate at that temperature is then $\ln r/[(r-1)t_1]$, with $t_1$ taken at the peak.

**When the amplitude varies with temperature**

The derivation kept $A$ constant. If the filling of the traps or the width of the depleted layer changes with temperature, $A$ changes too, and the peak is displaced. To find the displacement, the curvature of the peak is needed. Use $x=\ln e$, with $e$ measured in any fixed unit, so that $d/dx=e\,d/de$. Then

$$\frac{d^2g}{dx^2}=e\frac{d}{de}\left(e\frac{dg}{de}\right)=e\frac{dg}{de}+e^2\frac{d^2g}{de^2}. \tag{13}$$

At $e_m$ the first term is zero. Differentiating (5) once more, and then replacing $t_2e^{-e_mt_2}$ by $t_1e^{-e_mt_1}$ according to (6),

$$\frac{d^2g}{de^2}=t_1^2e^{-e_mt_1}-t_2^2e^{-e_mt_2}=-t_1(t_2-t_1)\,e^{-e_mt_1}. \tag{14}$$

The same replacement in (3) gives

$$g(e_m)=e^{-e_mt_1}\left(1-\frac{t_1}{t_2}\right)=\frac{t_2-t_1}{t_2}\,e^{-e_mt_1}. \tag{15}$$

Dividing (14) by (15) and multiplying by $e_m^2$,

$$\frac1g\frac{d^2g}{dx^2}\bigg|_{e_m}=-e_m^2t_1t_2. \tag{16}$$

Now let $a=d\ln|A|/dT$ be the relative drift of the amplitude per kelvin. Since $\ln|S|=\ln|A|+\ln g$, the peak lies where

$$a+\frac{d\ln g}{dx}\,\frac{dx}{dT}=0. \tag{17}$$

At $e_m$ the slope $d\ln g/dx$ is zero, and its own derivative, $g''/g-(g'/g)^2$ with primes for $d/dx$, reduces to (16). For a small displacement $\delta x$ from $\ln e_m$, therefore, $d\ln g/dx\approx-e_m^2t_1t_2\,\delta x$. Inserting this in (17) and solving for $\delta x$, then using $\delta T=\delta x/(dx/dT)$, gives to first order in $a$

$$\delta x=\frac{a}{(dx/dT)\,e_m^2t_1t_2},\qquad \delta T=\frac{a}{(dx/dT)^2\,e_m^2t_1t_2}. \tag{18}$$

An amplitude that grows with temperature moves the peak upward, and the true emission rate there exceeds $e_m$ by the relative amount $\delta x$. A trap whose rate climbs steeply with temperature is little affected. The choice of times matters as well: by (11), $e_m^2t_1t_2=r(\ln r)^2/(r-1)^2$, which tends to 1 for $r\to1$ and to 0 for large $r$. Widely spaced readings give a tall peak, but a flat one in $\ln e$ that a drifting amplitude displaces more easily.

**From peaks to an activation energy**

For a trap emitting into a parabolic band, with a capture cross-section independent of temperature and an electric field too weak to alter the emission, the rate is

$$e(T)=K\,T^2e^{-E/kT}, \tag{19}$$

where $E$ is the activation energy, $k$ is Boltzmann's constant, and the factor $T^2$ comes from the thermal speed ($T^{1/2}$) times the effective density of states ($T^{3/2}$). From $\ln e=\ln K+2\ln T-E/kT$,

$$\frac{dx}{dT}=\frac2T+\frac{E}{kT^2}=\frac1T\left(2+\frac{E}{kT}\right), \tag{20}$$

which is positive, as (4) requires. At each peak $e(T_p)=e_m$, so

$$\ln\frac{e_m}{T_p^2}=\ln K-\frac{E}{kT_p}. \tag{21}$$

Each pair of sampling times supplies one point, and a straight line through the points against $1/kT_p$ has slope $-E$ and intercept $\ln K$.

Take a model trap with $E=0.40$ eV, $K=10^6$ s$^{-1}$K$^{-2}$ and a constant amplitude $A=-1$ pF, on a background of 100 pF that drifts by 0.02 pF/K. The model holds $A$ fixed; if $A$ followed the background, its relative drift of about $2\times10^{-4}$ K$^{-1}$ would, by (18), raise the first peak below by about 0.03 K. For $t_1=1$ ms and $t_2=5$ ms,

$$e_m=\frac{\ln5}{4\ \text{ms}}=\frac{1.6094}{0.004\ \text{s}}=402.4\ \text{s}^{-1}. \tag{22}$$

The two exponentials at the peak are 0.6687 and 0.1337. Their ratio is 5, as (6) demands, and their difference gives a dip of 0.535 pF. A direct search on the simulated spectrum, background included, finds the peak at 246.48 K. The temperature at which (19) equals 402.4 s$^{-1}$ is the same to the digits given.

The peak is not symmetric. Twenty kelvin below it the signal is $-0.213$ pF, and twenty kelvin above it $-0.145$ pF. The rates there are 64 and 1933 s$^{-1}$, which differ from $e_m$ by factors of 6.2 and 4.8. The hot side thus falls further for a smaller relative change of rate. Equation (3) shows why: for small $e$ it is nearly $e(t_2-t_1)$, proportional to the rate, whereas for large $e$ it is nearly $e^{-et_1}$, an exponential decrease.

Five pairs of times with different ratios give these peaks:

| $t_1$, $t_2$ (ms) | $e_m$ (s$^{-1}$) | $T_p$ (K) |
|---|---|---|
| 1, 5 | 402.4 | 246.48 |
| 2, 20 | 127.9 | 233.59 |
| 5, 15 | 109.9 | 231.98 |
| 20, 50 | 30.5 | 219.20 |
| 10, 100 | 25.6 | 217.53 |

The rates now rise steadily with temperature, and the line (21) returns $E=0.400$ eV and $K=1.00\times10^6$ s$^{-1}$K$^{-2}$, the values put in.

The cost of the guess $1/t_1$ can be read from the first and last rows. Between them the left side of (21) changes by

$$\ln\frac{402.4}{25.6}-2\ln\frac{246.48}{217.53}=2.755-0.250=2.505, \tag{23}$$

which corresponds to 0.40 eV. With $1/t_1$ the rates would be 1000 and 100 s$^{-1}$, and the change would be $2.303-0.250=2.053$. From these two peaks alone the energy would come out as $0.40\times2.053/2.505=0.33$ eV. The error depends on which pairs are used: a least-squares line through all five guessed points happens to give 0.40 eV, because their errors nearly cancel in the slope. The points then scatter about the line by factors of up to about 1.6 in the rate, and $K$ comes out about 2.5 times too large. Had all pairs shared one ratio $r$, then by (11) the guess would have been wrong by the same factor for each. That factor shifts the line (21) without tilting it, so $E$ would survive and $K$ would be wrong.

Now let the amplitude of the same trap grow by a fraction 0.002 of itself per kelvin, with the times 1 and 5 ms. Here $dx/dT=0.08452$ K$^{-1}$ and $e_m^2t_1t_2=0.8095$, so (18) gives

$$\delta x=\frac{0.002}{0.08452\times0.8095}=0.0292,\qquad \delta T=\frac{0.0292}{0.08452}\ \text{K}\approx0.35\ \text{K}. \tag{24}$$

The direct search finds 0.029 and 0.34 K. Using (8) for this peak would understate the emission rate by about 3 percent of its value.

**Where the result does not apply**

Equation (8) belongs to one exponential. If two levels with rates $e_1$, $e_2$ and constant amplitudes $A_1$, $A_2$ contribute, the stationary condition becomes

$$A_1\,g'(e_1)\frac{de_1}{dT}+A_2\,g'(e_2)\frac{de_2}{dT}=0, \tag{25}$$

where $g'=dg/de$. The two terms can cancel without either being zero, so at a merged peak neither level need emit at the rate $e_m$. Heavily damaged implanted layers, in which levels are spread in energy or the traps are not few compared with the dopants, call for a check that the transient is exponential before (8) is used.

The field in the depleted layer sets a further limit. If the trap attracts the carrier it emits, the field lowers the barrier to escape and raises the emission rate. Since the field varies with depth, so does the rate, and the transient is no longer a single exponential. The energy found from (21) can then lie below its value without a field.

The times must be counted from the end of the filling pulse. If the true times are both later than the nominal ones by $t_0$, the difference $t_2-t_1$ is unchanged, but the ratio becomes $(t_2+t_0)/(t_1+t_0)$, which is smaller than $t_2/t_1$. The nominal times then overstate the rate. Finally, (3) assumes readings at sharp instants. An instrument that averages over gates comparable in length with $t_1$ has a different function $g$, and its rate window follows from setting the derivative of that function to zero.

The numerical output below lists five points of the spectrum, the peaks and the ratio study.

## Numbers as computed

```
Ratio study: r, e*t1 at maximum (search), e*t1 (formula), |S|max/|A|
    1.01  0.99503  0.99503  0.00366
    2.00  0.69315  0.69315  0.25000
    5.00  0.40236  0.40236  0.53499
   10.00  0.25584  0.25584  0.69684
  100.00  0.04652  0.04652  0.94500
Input: E = 0.40 eV, K = 1.0e+06 s^-1 K^-2, A = -1.0 pF
Background: 100 pF at 250 K, drift 0.02 pF/K
Main window: t1 = 1 ms, t2 = 5 ms
ln(t2/t1) = 1.60944, t2 - t1 = 4 ms
Peak emission rate, formula: 402.36 s^-1
Emission rate at searched peak: 402.36 s^-1
Peak temperature, search: 246.476 K
Peak temperature, from e(T) = formula rate: 246.476 K
exp(-e t1) = 0.66874, exp(-e t2) = 0.13375
Spectrum: T (K), e (1/s), C(t1)-C(t2) (pF)
  226.48  64.39  -0.2129
  236.48  167.02  -0.4124
  246.48  402.36  -0.5350
  256.48  907.94  -0.3927
  266.48  1933.04  -0.1446
Windows: t1 (ms), t2 (ms), formula rate (1/s), searched peak T (K)
    1    5  402.359  246.476
    2   20  127.921  233.594
    5   15  109.861  231.979
   10  100  25.584  217.535
   20   50  30.543  219.198
Recovered E = 0.40000 eV, K = 1.0000e+06 s^-1 K^-2
d ln e/dT at peak = 0.08452 K^-1
e_m^2 t1 t2 = 0.80947
Amplitude drift: 0.002 K^-1
Peak shift, search: 0.3443 K
Peak shift, first order: 0.3459 K
ln(true rate/formula rate), search: 0.02906
ln(true rate/formula rate), first order: 0.02923
```
